# Fourier Transform of a Solid-Harmonic Gaussian: Exponent, Phase and Limits: verification in Python

```python
# Result under test (atomic units), with F[f](k) = (2 pi)^(-3/2) Int exp(-i k.r) f(r) d^3r:
#   F[r^l Y_lm exp(-a r^2)](k) = (-i)^l (2a)^(-(l+3/2)) k^l Y_lm(k) exp(-b k^2),  b = 1/(4a), Re a > 0
# For any polynomial P:
#   F[P exp(-a r^2)] = (2a)^(-3/2) exp(-b k^2) [exp(Laplacian/(4a)) P](-i k/(2a))
# Y_lm: orthonormal spherical harmonics (Condon-Shortley); N_l(a): radial normalization constant.
import numpy as np
import sympy as sp
from math import factorial, gamma, pi, sqrt
from scipy.special import lpmv, gammainccinv
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.gto.ft_ao import ft_ao

HARTREE_EV = physical_constants['Hartree energy in eV'][0]

def ylm(l, m, x, y, z):
    r = np.sqrt(x*x + y*y + z*z)
    mm = abs(m)
    val = sqrt((2*l+1)/(4*pi)*factorial(l-mm)/factorial(l+mm)) \
        * lpmv(mm, l, z/r)*np.exp(1j*mm*np.arctan2(y, x))
    return val if m >= 0 else (-1)**mm*np.conj(val)

def formula(l, m, a, k, phase=-1j):
    kk = np.linalg.norm(k)
    return phase**l*(2*a+0j)**(-(l+1.5))*kk**l*ylm(l, m, *k)*np.exp(-kk*kk/(4*a))

def norm_const(l, a):
    return sqrt(2*(2*a)**(l+1.5)/gamma(l+1.5))

# midpoint grid, scaled by 1/sqrt(Re a); truncation and aliasing errors are below 1e-13
NPT, HALF = 48, 6.5
unit = (np.arange(NPT)+0.5)*2*HALF/NPT - HALF
UX, UY, UZ = np.meshgrid(unit, unit, unit, indexing='ij')
UR = np.sqrt(UX**2 + UY**2 + UZ**2)

def ft_grid(values, a, k, sign=-1):
    axis = unit/sqrt(np.real(a))
    e = [np.exp(sign*1j*ki*axis) for ki in k]
    return (axis[1]-axis[0])**3/(2*pi)**1.5*(((values @ e[2]) @ e[1]) @ e[0])

# one-dimensional Gaussian integral with complex a and complex linear term w
xs = np.linspace(-14, 14, 4001)
for a1, w in [(0.7, 0.9-1.3j), (1+0.7j, -0.4+2j), (0.8-1.5j, 1.1j)]:
    num = np.sum(np.exp(-a1*xs**2 + w*xs))*(xs[1]-xs[0])
    assert abs(num - np.sqrt(pi/(a1+0j))*np.exp(w*w/(4*a1))) < 1e-11

# r^l Y_lm is a homogeneous harmonic polynomial
x, y, z, u = sp.symbols('x y z u')
al = sp.symbols('al', positive=True)
lap = lambda p: sp.expand(sp.diff(p, x, 2) + sp.diff(p, y, 2) + sp.diff(p, z, 2))
r2 = x**2 + y**2 + z**2
pt = (0.3, -0.8, 0.5)
for l in range(5):
    for m in range(l+1):
        d = sp.legendre(l, u)
        for _ in range(m):
            d = sp.diff(d, u)
        body = 0
        for (j,), c in sp.Poly(d, u).terms():
            assert (l-m-j) % 2 == 0 and l-m-j >= 0
            body += c*z**j*r2**((l-m-j)//2)
        s = sp.expand((-1)**m*(x+sp.I*y)**m*body)
        assert all(sum(mon) == l for mon in sp.Poly(s, x, y, z).monoms())
        assert lap(s) == 0
        val = complex(s.subs(dict(zip((x, y, z), pt)))) \
            * sqrt((2*l+1)/(4*pi)*factorial(l-m)/factorial(l+m))
        assert abs(val - np.linalg.norm(pt)**l*ylm(l, m, *pt)) < 1e-12

# P(d/dt) exp(t.c + t^2/4a) at t=0 equals exp(Laplacian/4a) P at c; general formula against quadrature
def smooth(p):
    total, term, n = 0, sp.expand(p), 0
    while term != 0:
        total += term/(sp.factorial(n)*(4*al)**n)
        term, n = lap(term), n+1
    return sp.expand(total)

t = sp.symbols('t1:4')
gen = sp.exp(t[0]*x + t[1]*y + t[2]*z + (t[0]**2 + t[1]**2 + t[2]**2)/(4*al))
ks = np.array([[1.0, 0.5, 2.0], [-0.7, 1.2, 0.3], [0.2, -0.4, -1.1]])
for p, harmonic in [(x**2, False), (r2, False), (x**2*y*z, False), (x**4 + y*z**3, False),
                    (x**2 - y**2, True), (x*y*z, True)]:
    lhs = 0
    for powers, c in sp.Poly(p, x, y, z).terms():
        g = gen
        for ti, n in zip(t, powers):
            for _ in range(n):
                g = sp.diff(g, ti)
        lhs += c*g.subs({ti: 0 for ti in t})
    assert sp.expand(lhs - smooth(p)) == 0
    fp, fs = sp.lambdify((x, y, z), p), sp.lambdify((x, y, z, al), smooth(p))
    for a1 in (0.6, 1+0.7j):
        sc = 1/sqrt(np.real(a1))
        vals = fp(UX*sc, UY*sc, UZ*sc)*np.exp(-a1*(UR*sc)**2)
        for k in ks:
            c = -1j*k/(2*a1)
            pre = (2*a1+0j)**-1.5*np.exp(-k @ k/(4*a1))
            num = ft_grid(vals, a1, k)
            assert abs(num - pre*fs(*c, a1)) < 1e-10
            assert (abs(num - pre*fp(*c)) < 1e-10) == harmonic

# main result, opposite kernel sign, and the eigenfunction property at a = 1/2
worst = 0.0
for l in range(5):
    for m in range(-l, l+1):
        ang = ylm(l, m, UX, UY, UZ)
        for a1 in (0.3, 0.5, 2.0, 1+0.7j):
            rr = UR/sqrt(np.real(a1))
            vals = rr**l*ang*np.exp(-a1*rr**2)
            for k in ks:
                num = ft_grid(vals, a1, k)
                worst = max(worst, abs(num - formula(l, m, a1, k)))
                assert abs(ft_grid(vals, a1, k, +1) - formula(l, m, a1, k, 1j)) < 1e-10
                if a1 == 0.5:
                    kk = np.linalg.norm(k)
                    assert abs(num - (-1j)**l*kk**l*ylm(l, m, *k)*np.exp(-kk*kk/2)) < 1e-10
assert worst < 1e-10

# normalized real harmonics, shifted centre, kinetic energy and <r^2> from PySCF
a = 2.0
b = 1/(4*a)
def shell(l, expo, centre):
    return gto.M(atom=[['H', centre]], unit='Bohr', basis={'H': [[l, [expo, 1.0]]]}, spin=1, verbose=0)
centre = (0.3, -0.5, 0.9)
for l in range(5):
    assert abs(quad(lambda r: norm_const(l, a)**2*r**(2*l+2)*np.exp(-2*a*r*r), 0, 8,
                    epsabs=1e-13)[0] - 1) < 1e-9
    lhs = ft_ao(shell(l, a, centre), ks)/(2*pi)**1.5
    rhs = (-1j)**l*np.exp(-1j*ks @ np.array(centre))[:, None] \
        * shell(l, b, (0, 0, 0)).eval_gto('GTOval_sph', ks)
    assert np.abs(lhs - rhs).max() < 1e-10
    mol = shell(l, a, (0, 0, 0))
    assert np.abs(np.diag(mol.intor('int1e_kin')) - (l+1.5)*a).max() < 1e-10
    assert np.abs(np.diag(mol.intor('int1e_r2')) - (2*l+3)/(4*a)).max() < 1e-10

# momentum norm, <k^2>, peaks and cutoff from the quadrature transform along a ray
k0 = ks[0]
kabs = np.linalg.norm(k0)
nhat = k0/kabs
nodes, wts = np.polynomial.legendre.leggauss(60)
RR = UR/sqrt(a)
TAIL = 1e-3
cut = {}
for l, m in [(0, 0), (1, 1), (2, 1), (3, 1)]:
    vals = norm_const(l, a)*RR**l*ylm(l, m, UX, UY, UZ)*np.exp(-a*RR**2)
    dens = lambda q: q*q*abs(ft_grid(vals, a, q*nhat)/ylm(l, m, *nhat))**2
    q = 7*(nodes+1)
    dq = np.array([dens(v) for v in q])
    assert abs(7*wts @ dq - 1) < 1e-9
    assert abs(7*wts @ (dq*q*q) - (2*l+3)*a) < 1e-8
    kc = sqrt(2*a*gammainccinv(l+1.5, TAIL))
    inside = kc/2*wts @ np.array([dens(v) for v in kc/2*(nodes+1)])
    assert abs(1 - inside - TAIL) < 1e-9
    cut[l] = kc
    # a maximum is located only to about the square root of machine precision
    kp = minimize_scalar(lambda v: -dens(v), bounds=(0.5, 8), method='bounded', options={'xatol': 1e-9}).x
    rp = minimize_scalar(lambda r: -r**(2*l+2)*np.exp(-2*a*r*r), bounds=(0.1, 3), method='bounded',
                         options={'xatol': 1e-9}).x
    assert abs(kp - sqrt(2*a*(l+1))) < 1e-5 and abs(rp - sqrt((l+1)/(2*a))) < 1e-5

# non-harmonic prefactors: node for r^2, value at k = 0 for x^2
gauss = np.exp(-a*RR**2)
node = brentq(lambda q: ft_grid(RR**2*gauss, a, q*nhat).real, 1, 6, xtol=1e-13)
assert abs(node - sqrt(6*a)) < 1e-8
x2_zero = ft_grid((UX/sqrt(a))**2*gauss, a, np.zeros(3)).real
assert abs(x2_zero - (2*a)**-2.5) < 1e-12

# worked example
l, m = 2, 1
Na, Nb, Y = norm_const(l, a), norm_const(l, b), ylm(l, m, *k0)
res = (-1j)**l*Nb*kabs**l*Y*np.exp(-b*kabs**2)
num = ft_grid(Na*RR**l*ylm(l, m, UX, UY, UZ)*gauss, a, k0)
assert abs(res - num) < 1e-11
cf = lambda v: f"{v.real:+.6f} {v.imag:+.6f} i"
print(f"largest |quadrature - formula|, l<=4: {worst:.1e}")
print(f"l = {l}, m = {m}, a = {a} bohr^-2")
print(f"b = 1/(4a) = {b:.6f} bohr^2")
print(f"k = ({k0[0]}, {k0[1]}, {k0[2]}) bohr^-1")
print(f"|k|^2 = {kabs**2:.6f} bohr^-2, |k| = {kabs:.6f} bohr^-1")
print(f"cos(theta_k) = {nhat[2]:.6f}, phi_k = {np.arctan2(k0[1], k0[0]):.6f} rad")
print(f"Gamma(l+3/2) = {gamma(l+1.5):.6f}")
print(f"N_l(a) = {Na:.6f} bohr^-7/2")
print(f"(2a)^-(l+3/2) = {(2*a)**-(l+1.5):.7f} bohr^7")
print(f"N_l(a) (2a)^-(l+3/2) = {Na*(2*a)**-(l+1.5):.7f} bohr^7/2")
print(f"N_l(b) = {Nb:.7f} bohr^7/2")
print(f"phase (-i)^l = {((-1j)**l).real:+.0f}")
print(f"Y_lm(k) = {cf(Y)}")
print(f"k^l Y_lm(k) = {cf(kabs**l*Y)} bohr^-2")
print(f"b k^2 = {b*kabs**2:.6f}, exp(-b k^2) = {np.exp(-b*kabs**2):.6f}")
print(f"transform, formula    = {cf(res)} bohr^3/2")
print(f"transform, quadrature = {cf(num)} bohr^3/2")
print(f"<r^2> = {(2*l+3)/(4*a):.6f} bohr^2")
print(f"<k^2> = {(2*l+3)*a:.6f} bohr^-2")
print(f"<r^2><k^2> = {(2*l+3)/(4*a)*(2*l+3)*a:.6f}")
print(f"T = {(l+1.5)*a:.6f} hartree = {(l+1.5)*a*HARTREE_EV:.3f} eV")
print(f"radial density peak r = {sqrt((l+1)/(2*a)):.6f} bohr")
print(f"radial density peak k = {sqrt(2*a*(l+1)):.6f} bohr^-1")
print(f"r^2 prefactor: node at k = {node:.6f} bohr^-1")
print(f"x^2 prefactor: transform at k=0 = {x2_zero:.6f} bohr^5")
print(f"norm left outside the cutoff = {TAIL}")
for lc, kc in cut.items():
    print(f"l={lc}: K^2/(2a) = {kc*kc/(2*a):.4f}, K = {kc:.4f} bohr^-1, "
          f"E_cut = {kc*kc/2:.3f} hartree = {kc*kc/2*HARTREE_EV:.1f} eV")
print("no test failed")
```

It prints:

```
largest |quadrature - formula|, l<=4: 6.4e-14
l = 2, m = 1, a = 2.0 bohr^-2
b = 1/(4a) = 0.125000 bohr^2
k = (1.0, 0.5, 2.0) bohr^-1
|k|^2 = 5.250000 bohr^-2, |k| = 2.291288 bohr^-1
cos(theta_k) = 0.872872, phi_k = 0.463648 rad
Gamma(l+3/2) = 3.323351
N_l(a) = 8.776713 bohr^-7/2
(2a)^-(l+3/2) = 0.0078125 bohr^7
N_l(a) (2a)^-(l+3/2) = 0.0685681 bohr^7/2
N_l(b) = 0.0685681 bohr^7/2
phase (-i)^l = -1
Y_lm(k) = -0.294304 -0.147152 i
k^l Y_lm(k) = -1.545097 -0.772548 i bohr^-2
b k^2 = 0.656250, exp(-b k^2) = 0.518793
transform, formula    = +0.054963 +0.027482 i bohr^3/2
transform, quadrature = +0.054963 +0.027482 i bohr^3/2
<r^2> = 0.875000 bohr^2
<k^2> = 14.000000 bohr^-2
<r^2><k^2> = 12.250000
T = 7.000000 hartree = 190.480 eV
radial density peak r = 0.866025 bohr
radial density peak k = 3.464102 bohr^-1
r^2 prefactor: node at k = 3.464102 bohr^-1
x^2 prefactor: transform at k=0 = 0.031250 bohr^5
norm left outside the cutoff = 0.001
l=0: K^2/(2a) = 8.1331, K = 5.7037 bohr^-1, E_cut = 16.266 hartree = 442.6 eV
l=1: K^2/(2a) = 10.2575, K = 6.4055 bohr^-1, E_cut = 20.515 hartree = 558.2 eV
l=2: K^2/(2a) = 12.1609, K = 6.9745 bohr^-1, E_cut = 24.322 hartree = 661.8 eV
l=3: K^2/(2a) = 13.9386, K = 7.4669 bohr^-1, E_cut = 27.877 hartree = 758.6 eV
no test failed
```
